# Why silicon's low-energy stacking fault lies on the glide plane

**Q:** I cut a silicon crystal on a (111) plane and slide one half over the other. I am told there are two kinds of cut. What distinguishes them?

**A:** Let $a$ be the cubic constant and $d=\sqrt3\,a/4$ the bond length. Take [111] as "up". Every atom has one bond along this normal and three inclined ones. Any two bonds of an atom make the tetrahedral angle, $\cos\theta=-1/3$, so an inclined bond has normal component $d/3$.

The atoms therefore lie in double layers. Call the lower plane of double layer $k$ $p_k$ and the upper one $q_k$. The planes $p_k$ and $q_k$ are $d/3$ apart and joined by inclined bonds. The planes $q_k$ and $p_{k+1}$ are $d$ apart and joined by normal bonds.

Each plane is a triangular lattice with vectors $\mathbf a_1,\mathbf a_2$ of length $a/\sqrt2$, at $60^\circ$. Its cell holds one atom and has area

$$S=\frac{a^2}{2}\,\frac{\sqrt3}{2}=\frac{\sqrt3}{4}a^2 .$$

A shuffle cut runs through the wide gap and crosses one bond per cell. A glide cut runs through the narrow gap and crosses three.

For later use, define

$$\mathbf s=\tfrac13(\mathbf a_1+\mathbf a_2),\qquad |\mathbf s|^2=\frac19\,\frac{a^2}{2}(1+1+2\cos60^\circ)=\frac{a^2}{6}.$$

This is a vector of type $\frac a6\langle112\rangle$, with length $a/\sqrt6=2\sqrt2\,d/3$. It leads from a lattice point to the centre of a lattice triangle. Plane $p_k$ sits at lateral position $k\mathbf s$ and plane $q_k$ at $(k+1)\mathbf s$, up to lattice vectors. Note that $3\mathbf s$ is a lattice vector.

**Q:** Then a glide cut should cost three times as much. Why would the crystal ever fault there?

**A:** Three times as much to pull apart, if each bond is worth a fixed energy $\varepsilon$ and nothing acts at longer range. The ideal separation energies are $\varepsilon/S$ and $3\varepsilon/S$, for the two new surfaces together and before those surfaces rearrange.

Take round numbers in the rough regime of silicon: $d=0.235$ nm and $\varepsilon=2.2$ eV. Then $a=0.543$ nm and $S=0.1275\ \mathrm{nm^2}$. With $1\ \mathrm{eV/nm^2}=0.1602\ \mathrm{J/m^2}$,

$$\frac{\varepsilon}{S}=\frac{2.2}{0.1275}\times0.1602=2.76\ \mathrm{J/m^2},\qquad \frac{3\varepsilon}{S}=8.29\ \mathrm{J/m^2}.$$

A fault is a different matter. Its halves remain in contact, and its energy depends on how well the bonds re-form after the slip. The number cut on the way does not enter the energy of the end point.

**Q:** Start with the shuffle plane, then. For which slips do the bonds re-form?

**A:** Keep each half rigid, slide the upper one by $\mathbf t$ in the plane, and let the gap adjust. A border atom of the upper half keeps three bonds to its own half, with unit directions $\mathbf b_1,\mathbf b_2,\mathbf b_3$. Four tetrahedral unit vectors add to zero, because

$$\Big|\sum_{i=1}^4\mathbf b_i\Big|^2=4+12\left(-\tfrac13\right)=0 .$$

Hence $\mathbf b_4=-(\mathbf b_1+\mathbf b_2+\mathbf b_3)$ is fixed by the three bonds that survive, and it points straight down. The missing partner must lie vertically below at distance $d$. It must also be a border atom, since deeper atoms already have four bonds and would acquire a fifth. So upper border atoms stand over lower ones, and $\mathbf t$ is a lattice vector. No fault with perfect tetrahedral bonding exists on this plane while the halves are rigid.

**Q:** What goes wrong if I try $\frac a6\langle112\rangle$ there anyway?

**A:** The upper atom then sits over a hollow, at lateral distance $2\sqrt2\,d/3$ from three lower atoms. At the original gap its distance from each is

$$r=\sqrt{d^2+\tfrac89d^2}=\frac{\sqrt{17}}{3}\,d=1.374\,d=0.323\ \mathrm{nm}.$$

One good bond has been replaced by three contacts, each 37% too long. You can restore their length by closing the gap to $h$ with $h^2=d^2-\frac89d^2$, that is $h=d/3$. But then the atom has three neighbours at distance $d$ across the cut and three in its own half. That makes six at bond length, at wrong angles, and atoms of the next plane down come closer than second neighbours should. Length and coordination cannot both be right. This describes $\mathbf t=\mathbf s$. The opposite sense is no better: at the original gap it adds a fourth atom, straight below in $p_k$, at only $\frac43d$.

**Q:** And on the glide plane?

**A:** There an upper border atom, in $q_k$, keeps just one bond, the vertical one. Its other three bonds must point down with normal component $-d/3$ and lateral length $d\sqrt{1-1/9}=2\sqrt2\,d/3$. If $\phi$ is the azimuth between two of them, the tetrahedral angle demands

$$\tfrac19+\tfrac89\cos\phi=-\tfrac13\quad\Rightarrow\quad\cos\phi=-\tfrac12 ,$$

so they form a tripod with feet $120^\circ$ apart. Nothing in the upper half fixes the azimuth of the tripod as a whole. That is the freedom the shuffle atom lacks.

The feet must be atoms of $p_k$, because all deeper atoms are saturated. They form an equilateral triangle of side $\sqrt3\,(2\sqrt2/3)\,d=\sqrt{8/3}\,d=a/\sqrt2$, which is the spacing of the surface lattice. The feet therefore fit a smallest lattice triangle. Such triangles come in two orientations, with centres at $\mathbf s$ and $2\mathbf s$ from a lattice point.

The unslipped crystal uses $\mathbf s$. The second solution, $2\mathbf s$, is reached by $\mathbf t=\mathbf s$. Seen from below, each $p_k$ atom also receives three bonds in a tripod, so both sides are satisfied. Up to lattice vectors there are two solutions: the crystal and one fault.

A numerical search agrees. It used a $12\times12$ mesh of slips and gap changes in steps of $d/12$, from $-8d/12$ (shuffle) or $-3d/12$ (glide) up to $+8d/12$. Tetrahedral border atoms appeared for zero slip on both planes, and for $(\frac4{12},\frac4{12})$, which is $\mathbf s$, on the glide plane, each time with the gap unchanged.

**Q:** There are six directions of type $\langle112\rangle$ in the plane. Do all six work?

**A:** Three do. The vectors $\mathbf s$, $\mathbf s-\mathbf a_1$ and $\mathbf s-\mathbf a_2$ have equal length, since $\mathbf s$ is the centre of the triangle $0,\mathbf a_1,\mathbf a_2$, and they differ by lattice vectors. They give the same fault.

Their negatives carry the upper atom from $\mathbf s$ to $0$, directly over a lower atom. At the original gap the distance would be $d/3=0.078$ nm. The halves must spring apart, and most of the bonding across the cut is lost. The statement "$\frac a6\langle112\rangle$ slip restores the bonding" needs its sense specified.

**Q:** If every bond length and angle is perfect, what distinguishes the fault from the crystal?

**A:** The twist about the normal bonds. In the crystal, the tripods at the two ends of a normal bond are staggered. The slip turns the tripods between $p_k$ and $q_k$ by $60^\circ$, so the normal bonds just below and just above that double layer become eclipsed.

You can see this in the stacking. After the slip, $q_k$ is at $(k+2)\mathbf s$, which equals $(k-1)\mathbf s$ up to a lattice vector, the position of $p_{k-1}$. Likewise $q_{k+1}$ is at $(k+3)\mathbf s$, directly above $p_k$. In both cases the height difference is $\frac d3+d+\frac d3=\frac53d$. So the fault has two new pairs per cell at $0.392$ nm.

Second neighbours share a bonded atom, and their distance follows from the bond angle:

$$r_2^2=2d^2\left(1+\tfrac13\right)=\tfrac83d^2,\qquad r_2=1.633\,d=0.384\ \mathrm{nm}.$$

These are untouched. The fault first shows itself beyond second neighbours.

**Q:** That is geometry. Can you put energies on it?

**A:** First a classical model, the Stillinger-Weber form. With $x=r/\sigma$ and $d=2^{1/6}\sigma$, its pair energy is

$$\varphi(r)=\varepsilon A\,(Bx^{-4}-1)\,e^{1/(x-1.8)}\quad(x<1.8),$$

where $A,B$ follow from $\varphi(d)=-\varepsilon$ and $\varphi'(d)=0$. Each pair of contacts $i,j$ at an atom adds an angle penalty

$$21\,\varepsilon\,e^{1.2/(x_i-1.8)+1.2/(x_j-1.8)}\left(\cos\theta_{ij}+\tfrac13\right)^2 .$$

The range is $0.377$ nm, just short of the second neighbours. With rigid lateral positions and all layers free along the normal, the energies relative to the crystal are:

- glide, right sense: $0$
- glide, wrong sense: $6.8\ \mathrm{J/m^2}$
- shuffle, $\mathbf t=+\mathbf s$: $1.12\ \mathrm{J/m^2}$
- shuffle, $\mathbf t=-\mathbf s$: $1.03\ \mathrm{J/m^2}$

The zero is forced by the range: this model sees bonds and angles, and both are perfect. It confirms the geometry and says nothing about the true fault energy.

**Q:** Is the shuffle configuration at least metastable, a costly fault that could survive?

**A:** In this model only under constraints, and then for one sense only. Threefold symmetry makes the energy stationary at $\pm\mathbf s$, but stationary need not mean minimal. With all layers free along the normal, sliding away from $+\mathbf s$ by $0.08\,d$ lowers the energy, so that state is not a minimum. Sliding away from $-\mathbf s$ by the same amount raises it, but only by 2.3 to 3.4 $\mathrm{mJ/m^2}$, depending on direction. That is a very shallow dip at a height of $1.03\ \mathrm{J/m^2}$. With the outermost double layer on each side held at the offset and all planes between them free to move sideways, small pushes do not dislodge this state. If the outer planes are free as well, it is no longer a minimum: two sideways modes have slightly negative curvature, and a small push sends it down to zero energy, where all bonds and angles are perfect again.

A coarse search misses even this constrained dip: on a $12\times12$ mesh of slips, with only the gap optimized at each, the shuffle surface shows no minimum besides the lattice vectors.

On the same mesh the glide surface lists three minima besides the lattice vectors. One is the fault. The other two, at $3.14\ \mathrm{J/m^2}$, are not real minima. They are the halfway points of the slips $\mathbf s-\mathbf a_1$ and $\mathbf s-\mathbf a_2$, equivalent by symmetry to the halfway point of $\mathbf s$, which is the highest point sampled along that slip. The mesh compares each point with eight neighbours, and for these two none lies along the slip direction, so a saddle passes for a minimum.

**Q:** So cutting three bonds has no consequence at all?

**A:** The end point does not feel it, but the path may. Sampled at fractions 0.3 to 0.7, and again with layers free along the normal but not sideways, the straight glide path $\frac a6\langle112\rangle$ reaches $3.14\ \mathrm{J/m^2}$ and the straight shuffle path $\frac a2\langle110\rangle$ reaches $0.88\ \mathrm{J/m^2}$. Both maxima are halfway. The two slips differ in direction and length, so the ratio of these heights is not a count of bonds. Under these constraints the glide plane is harder to slip on, yet it alone offers a cheap resting place on the way.

**Q:** Real atoms do move sideways. Does your ordering survive?

**A:** It does, provided the slip is measured at the cut itself. A naive test suggests otherwise. Hold the halves at the halfway offset, but free the two atomic planes bordering the cut. Minimized from the straight path, the shuffle value falls slightly, to $0.84\ \mathrm{J/m^2}$. It reaches $0.66\ \mathrm{J/m^2}$ if the minimization starts with one border plane displaced by a good glide step within its own half. The glide value collapses from $3.14$ to $0.44\ \mathrm{J/m^2}$.

The minimized positions show why. The two border planes slide back until their relative slip is only about $0.03\,\mathbf s$, and they pass the rest of the offset to the normal bonds above and below, which tilt. So $0.44\ \mathrm{J/m^2}$ is the energy of a sheared crystal that has not yet slipped. It should not be quoted as a slip barrier. A barrier requires following the border atoms from one registry to the other. Fix only their relative displacement along the slip direction and free every other coordinate. Sampled at fractions 0.3 to 0.5, the glide path still reaches $3.14\ \mathrm{J/m^2}$ halfway and the shuffle path about $0.84\ \mathrm{J/m^2}$. With one atom per plane in the cell, the ordering is unchanged.

Sideways freedom does limit the claim that the glide plane alone offers a cheap resting place. Give the upper half a shuffle slip $+\mathbf s$, then move its lowest plane, $p_{k+1}$, back by $-\mathbf s$. That plane regains its normal bonds, and everything above it is displaced by $\mathbf s$ relative to it. This is the glide fault, one plane higher. A shuffle offset can therefore turn into the good fault if one plane rearranges. It did not happen spontaneously while the other planes were held sideways: starting from small sideways displacements of the border planes, minimization found nothing below the $1.12\ \mathrm{J/m^2}$ state.

**Q:** Your classical fault costs nothing by construction. Why should the electrons agree that it is cheap?

**A:** Consider an $sp^3$ model with one $s$ and three $p$ orbitals per atom and hopping between bonded atoms. For a bond along the unit vector $\mathbf u$, the hopping matrix is

$$T(\mathbf u)=\begin{pmatrix}V_{ss}&V_{sp}\mathbf u^{T}\\-V_{sp}\mathbf u&(V_\sigma-V_\pi)\mathbf u\mathbf u^{T}+V_\pi I\end{pmatrix},\qquad V=\eta\,\frac{\hbar^2}{md^2}.$$

I take round coefficients $\eta=-1.4,\ 1.8,\ 3.2,\ -0.8$ for $ss$, $sp$, $pp\sigma$, $pp\pi$, and $E_p-E_s=7$ eV. Since $\hbar^2/(md^2)=1.38$ eV, the hoppings are $-1.93$, $2.48$, $4.42$ and $-1.10$ eV.

The moments of the spectrum, $\mathrm{Tr}\,H^n$, are sums over closed walks of $n$ steps, each step a hop or an on-site term. Every bond joins a $p$-plane atom to a $q$-plane atom, so a closed walk has an even number of hops. The shortest rings have six bonds.

For $n\le5$ there are at most four hops. They must retrace themselves and visit at most two different bonds. Two bonds at an atom look the same in crystal and fault, up to a rotation that leaves the trace unchanged. Hence the first five moments are equal. The computed bands confirm this to rounding error.

**Q:** Six hops can follow three bonds in a chain. Surely that walk feels the twist?

**A:** Surprisingly, not if it retraces itself. For a chain $i$–$j$–$k$–$l$ the walks contribute $\mathrm{Tr}[M_jT_{jk}M_kT_{kj}]$, where $M_j=\sum_iT_{ji}T_{ij}$ runs over the three outer neighbours of $j$. Since $T_{ij}=T_{ji}^T$, multiplying out gives blocks containing constants, $\mathbf u$ and $\mathbf u\mathbf u^T$. Summed over a tripod, the lateral part of $\sum\mathbf u$ vanishes. In $\sum\mathbf u\mathbf u^T$ the mixed terms vanish, and the lateral part is isotropic because $\sum\cos^2\phi=\sum\sin^2\phi=\frac32$ and $\sum\sin\phi\cos\phi=0$. So $M_j$ does not change when the tripod turns about the bond $jk$.

Retraced walks on bonds that all meet at one atom see only its tetrahedral surroundings, which are the same in crystal and fault. What remains is walking round six-rings. Two neighbouring normal bonds share one common neighbour above and one below, which closes one ring. Each normal bond has six such neighbours, so there are $6/2=3$ rings per cell in each layer of normal bonds. In the crystal they are chairs, with the two common atoms on opposite sides. An eclipsed layer has both on the same side: boats. Two eclipsed layers give six boats per cell. Each ring can be walked from six starts in two directions, with equal trace $\tau$, so

$$\Delta\,\mathrm{Tr}\,H^6=6\times12\,(\tau_{\rm boat}-\tau_{\rm chair})=72\,(167.25-83.96)\ \mathrm{eV^6}\approx6.0\times10^3\ \mathrm{eV^6}.$$

The change obtained separately from the band energies agrees.

**Q:** And in energy units I can use?

**A:** Equal low moments make a small energy plausible, but they fix neither its size nor its sign. For those I fill the bands with four electrons per atom. Bond lengths are the same in both structures, so a repulsion between bonded atoms cancels, and the difference in band energy is the fault energy of this model:

$$\gamma=\frac{28.6\ \mathrm{meV}}{S}=\frac{0.0286}{0.1275}\times0.1602\ \mathrm{J/m^2}\approx36\ \mathrm{mJ/m^2}.$$

That is about 14 meV per eclipsed bond, and 0.4% of the $3\varepsilon=6.6$ eV of bonds crossed. Refining the in-plane $k$ mesh from 8 to 12 points per direction shifts the cell energy by 0.01 meV. Widening the fault spacing from six to nine double layers shifts it by less than 0.001 meV. These shifts measure numerical convergence, not the accuracy of the model.

**Q:** How does this compare with the silicon on my bench?

**A:** The bond length is close to silicon's, and the bond energy is a rough typical value. Silicon's measured intrinsic fault energy is very roughly $60\ \mathrm{mJ/m^2}$, so the model gives the right order and no more. It omits orbital overlap, charge rearrangement, hopping beyond bonded atoms and relaxation at the fault. The smallest gap on its $k$ mesh, 3.6 eV, is far above silicon's roughly 1.1 eV. The rounded inputs matter too: with $E_p-E_s$ set to 6 or 8 eV instead of 7, $\gamma$ becomes about 20 or 51 $\mathrm{mJ/m^2}$, so even its first digit is not settled. The slip-path heights, 3.14 and 0.88 $\mathrm{J/m^2}$, belong to the classical model with one atom per plane. Published density-functional values for silicon lie much closer together, both roughly 1.7 to 2 $\mathrm{J/m^2}$, so their ratio should not be carried over to the real crystal.

**Q:** I anneal near 1000 K. Does thermal motion blur the distinction?

**A:** Treat one bond as a classical spring with the model's pair stiffness, $K=1.05\times10^3\ \mathrm{eV/nm^2}$. With $kT=0.086$ eV,

$$\sqrt{\langle\delta r^2\rangle}=\sqrt{\frac{kT}{K}}\approx0.009\ \mathrm{nm},$$

or 3.9% of $d$. The shuffle mismatch is 37% at the unclosed gap. Even after the layers relax along the normal, the nearest contacts across the cut at $\pm\mathbf s$ are still at least 21% too long, so the geometric distinction survives. Do not conclude from $kT>28.6$ meV that faults appear freely. That energy is per cell, and a fault covering $N$ cells costs $N$ times as much, besides the energy of its edge. This estimate leaves out the temperature dependence of $\gamma$ itself.

**Q:** Where would I see the consequence in a deformed sample?

**A:** In whether a dislocation can split. A full slip $\frac a2\langle110\rangle$ is a lattice vector and can be made in two steps, for instance $\mathbf a_1=\mathbf s-(\mathbf s-\mathbf a_1)$. The first step is of the good sense, and the second completes the passage from fault to crystal. If the steps occur at separate lines, a ribbon of fault lies between them.

The strain around a dislocation falls as $1/r$, because a fixed displacement jump is spread over a circumference $2\pi r$. In linear elasticity the strain energy of a line grows roughly as the square of its slip. The full slip gives $a^2/2$, while two separate partial slips give $a^2/6+a^2/6=a^2/3$, so the partial lines repel. The force per length is proportional to the stress of one line at the other, hence $C/w$ at separation $w$. The ribbon pulls them together with force $\gamma$. Balance gives $w=C/\gamma$, valid when $w$ is much larger than the dislocation cores. A low $\gamma$ thus permits a wide ribbon on the glide plane. On the shuffle plane, the states at $\pm\mathbf s$ cost about $1\ \mathrm{J/m^2}$ in the classical model, more than ten times silicon's measured glide fault energy. Silicon's glide ribbons are a few nanometres wide. With $\gamma$ as high as on the shuffle plane, $w=C/\gamma$ would shrink to about an atomic spacing, where the formula no longer holds. These states are therefore poor candidates for a ribbon. The numerical output below lists most of the values computed here.

## Computed values

```
bond length d = 0.235 nm, bond energy = 2.20 eV
cubic constant a = 0.5427 nm, surface cell S = 0.1275 nm^2
slip length a/6<112> = 0.2216 nm
gap: shuffle 0.2350 nm, glide 0.0783 nm
shuffle: bonds crossed per cell 1, per area 7.84 nm^-2
shuffle: separation energy 2.764 J/m^2
shuffle: tetrahedral slips on 12x12 mesh (i,j,opening): [(0, 0, 0)]
glide: bonds crossed per cell 3, per area 23.52 nm^-2
glide: separation energy 8.291 J/m^2
glide: tetrahedral slips on 12x12 mesh (i,j,opening): [(0, 0, 0), (4, 4, 0)]
shuffle hollow: cross distance 0.3230 nm = 1.3744 d
shuffle hollow closed to gap d/3: neighbours at d = 6
glide, wrong sense, unopened: distance 0.0783 nm
glide fault: new pairs per cell 2 at 0.3917 nm
second-neighbour distance 0.3838 nm
range of classical model 0.3769 nm
shuffle: non-lattice minima of rigid-half surface: 0
glide: non-lattice minima of rigid-half surface: 3
   slip (4/12,4/12): 0.000 J/m^2
   slip (8/12,2/12): 3.143 J/m^2
   slip (2/12,8/12): 3.143 J/m^2
Classical energies, layers relaxed along the normal:
glide a/6<112>, right sense: 0.0000 J/m^2
glide a/6<112>, wrong sense: 6.824 J/m^2
shuffle slip +1*(1/3,1/3): 1.118 J/m^2; border atoms free sideways: 1.118 J/m^2
shuffle slip -1*(1/3,1/3): 1.026 J/m^2; border atoms free sideways: 1.026 J/m^2
shift of shuffle +1 value, 6 to 8 double layers: 3.3e-12 J/m^2
glide path a/6<112>: highest sampled 3.140 J/m^2 at fraction 0.5; sideways free 0.435 J/m^2
shuffle path a/2<110>: highest sampled 0.884 J/m^2 at fraction 0.5; sideways free 0.843 J/m^2
hbar^2/(m d^2) = 1.3798 eV; E_p - E_s = 7.0 eV
hoppings ss, sp, pp sigma, pp pi = -1.932, 2.484, 4.415, -1.104 eV
smallest gap on mesh = 3.648 eV
largest relative change of moments 1 to 5 = 8.4e-17
ring traces: chair 83.96, boat 167.25 eV^6
change of sixth moment: bands 5996.481, rings 5996.481 eV^6
electronic glide-fault energy = 28.59 meV per cell = 35.92 mJ/m^2
shift, k mesh 8 to 12: -0.010 meV per cell
shift, fault spacing 6 to 9: 0.000 meV per cell
kT at 1000 K = 0.0862 eV; bond stiffness = 1048 eV/nm^2
thermal rms bond stretch = 0.0091 nm = 3.9 % of d
```
